# The screened plasma energy of a conducting film: a numerical check

```python
"""Screened plasma energy of an electron gas in a polarizable background.

Result under test (Hartree atomic units):
    w_s = sqrt(4 pi n / (m eps_b)), about 0.99 eV for the values below.
n: electron density, m: effective mass, eps_b: background permittivity.
Also tested: the effects of a finite background resonance and of damping,
and the position of the reflectance minimum of an undamped half-space.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]

density_cm3 = 1.0e21
mass = 0.35
eps_b = 4.0
damping_ev = 0.10
resonance_ev = 10.0

density = density_cm3 * 1.0e6 * BOHR_M**3
free_square = 4.0 * np.pi * density / mass
screened_square = free_square / eps_b
w_s = np.sqrt(screened_square)
energy_ev = w_s * HARTREE_EV
assert abs(energy_ev - 0.99) < 0.005

# The same quantity in SI units checks the unit conversion.
si_frequency = np.sqrt(density_cm3 * 1e6 * const.e**2
                       / (const.epsilon_0 * eps_b * mass * const.m_e))
si_energy_ev = const.hbar * si_frequency / const.e
assert abs(si_energy_ev / energy_ev - 1.0) < 1e-7


# Charged sheets in a neutralizing layer, with explicitly summed fields.
n_sheets = 12
spacing = 1.0
length = n_sheets * spacing
rest = (np.arange(n_sheets) + 0.5) * spacing
rng = np.random.default_rng(4)
start = rng.uniform(0.05, 0.2, n_sheets) * spacing
start[1::3] *= -1.0


def sheet_motion(time, state):
    shift, velocity = state[:n_sheets], state[n_sheets:]
    x = rest + shift
    sides = np.sign(x[:, None] - x[None, :]).sum(axis=1)
    field_electrons = -2.0 * np.pi * density * spacing * sides / eps_b
    field_positive = 2.0 * np.pi * density * (x - (length - x)) / eps_b
    return np.concatenate(
        [velocity, -(field_electrons + field_positive) / mass])


def first_sheet_at_rest_position(time, state):
    return state[0]


run = solve_ivp(sheet_motion, (0.0, 400.0),
                np.concatenate([start, np.zeros(n_sheets)]),
                method="DOP853", rtol=1e-10, atol=1e-12, max_step=5.0,
                events=first_sheet_at_rest_position, dense_output=True)
crossings = run.t_events[0]
period = 2.0 * (crossings[1] - crossings[0])
sheet_energy_ev = 2.0 * np.pi / period * HARTREE_EV
assert abs(sheet_energy_ev / energy_ev - 1.0) < 1e-6
assert np.max(np.abs(run.sol(period)[:n_sheets] - start)) < 1e-6


# Free electrons coupled to bound oscillators through their common field.
def lower_mode(resonance):
    strength = (eps_b - 1.0) * resonance**2
    matrix = np.array([[free_square, free_square],
                       [strength, strength + resonance**2]])
    return np.sqrt(np.min(np.linalg.eigvals(matrix).real))


assert abs(lower_mode(1000.0 / HARTREE_EV) / w_s - 1.0) < 1e-6
coupled = lower_mode(resonance_ev / HARTREE_EV)
coupled_shift = coupled / w_s - 1.0
estimated_shift = (-(eps_b - 1.0) / (2.0 * eps_b)
                   * (energy_ev / resonance_ev)**2)
# The neglected next order is the square of (energy / resonance)^2.
assert abs(coupled_shift - estimated_shift) < 1e-4


# Damped electron driven in time; its steady response gives eps(w).
damping = damping_ev / HARTREE_EV


def driven_permittivity(w):
    cycle = 2.0 * np.pi / w
    settle = 25.0 / damping
    times = settle + cycle * np.arange(200) / 200.0

    def motion(time, state):
        return [state[1], -np.cos(w * time) / mass - damping * state[1]]

    path = solve_ivp(motion, (0.0, settle + cycle), [0.0, 0.0],
                     method="DOP853", rtol=1e-9, atol=1e-8, t_eval=times)
    polarization = -density * path.y[0]
    amplitude = 2.0 * np.mean(polarization * np.exp(1j * w * times))
    return eps_b + 4.0 * np.pi * amplitude


damped_zero = brentq(lambda w: driven_permittivity(w).real,
                     0.03, 0.04, xtol=1e-10)
damped_formula = np.sqrt(screened_square - damping**2)
assert abs(damped_zero / damped_formula - 1.0) < 1e-5


# Reflectance from continuity of the tangential fields, no damping.
def reflectance(w):
    index = np.sqrt(eps_b - free_square / w**2 + 0j)
    boundary = np.array([[1.0, -1.0], [1.0, index]], dtype=complex)
    r, t = np.linalg.solve(boundary, np.array([-1.0, 1.0], dtype=complex))
    return abs(r)**2


for fraction in (0.3, 0.6, 0.9, 0.999):
    assert abs(reflectance(fraction * w_s) - 1.0) < 1e-10
assert reflectance(1.01 * w_s) < 0.99
w_min = np.sqrt(free_square / (eps_b - 1.0))
grid = np.linspace(1.001, 3.0, 4001) * w_s
scan = np.array([reflectance(w) for w in grid])
assert abs(grid[np.argmin(scan)] - w_min) <= grid[1] - grid[0]
assert reflectance(w_min) < 1e-12

wavelength_nm = const.h * const.c / (energy_ev * const.e) * 1e9

print(f"Electron density, input: {density_cm3:.1e} cm^-3")
print(f"Effective mass, input: {mass:.2f} electron masses")
print(f"Background permittivity, input: {eps_b:.1f} (no unit)")
print(f"Bohr radius: {BOHR_M * 100:.6e} cm")
print(f"Hartree energy: {HARTREE_EV:.5f} eV")
print(f"Electron density: {density:.5e} bohr^-3")
print(f"4 pi n / m: {free_square:.5e} hartree^2")
print(f"4 pi n / (m eps_b): {screened_square:.5e} hartree^2")
print(f"Screened plasma energy: {w_s:.6f} hartree")
print(f"Screened plasma energy: {energy_ev:.4f} eV")
print(f"Same from SI formula: {si_energy_ev:.4f} eV")
print(f"Same from moving sheets: {sheet_energy_ev:.4f} eV")
print(f"Vacuum wavelength at this energy: {wavelength_nm:.0f} nm")
print("Energy without background screening: "
      f"{np.sqrt(free_square) * HARTREE_EV:.4f} eV")
print(f"Background resonance, chosen: {resonance_ev:.1f} eV")
print(f"Plasma energy with it: {coupled * HARTREE_EV:.4f} eV")
print(f"Relative shift, diagonalization: {100 * coupled_shift:.3f} %")
print(f"Relative shift, leading estimate: {100 * estimated_shift:.3f} %")
print(f"Damping energy, chosen: {damping_ev:.2f} eV")
print("Zero of Re eps with damping, driven electron: "
      f"{damped_zero * HARTREE_EV:.4f} eV")
print("Zero of Re eps with damping, formula: "
      f"{damped_formula * HARTREE_EV:.4f} eV")
print("Reflectance at 0.9 of the screened plasma energy: "
      f"{reflectance(0.9 * w_s):.4f} (no unit)")
print(f"Energy of reflectance minimum: {w_min * HARTREE_EV:.4f} eV")
print(f"Reflectance at the minimum: {reflectance(w_min):.4f} (no unit)")
print("OK")
```

Running it gives:

```
Electron density, input: 1.0e+21 cm^-3
Effective mass, input: 0.35 electron masses
Background permittivity, input: 4.0 (no unit)
Bohr radius: 5.291772e-09 cm
Hartree energy: 27.21139 eV
Electron density: 1.48185e-04 bohr^-3
4 pi n / m: 5.32041e-03 hartree^2
4 pi n / (m eps_b): 1.33010e-03 hartree^2
Screened plasma energy: 0.036471 hartree
Screened plasma energy: 0.9924 eV
Same from SI formula: 0.9924 eV
Same from moving sheets: 0.9924 eV
Vacuum wavelength at this energy: 1249 nm
Energy without background screening: 1.9848 eV
Background resonance, chosen: 10.0 eV
Plasma energy with it: 0.9888 eV
Relative shift, diagonalization: -0.368 %
Relative shift, leading estimate: -0.369 %
Damping energy, chosen: 0.10 eV
Zero of Re eps with damping, driven electron: 0.9874 eV
Zero of Re eps with damping, formula: 0.9874 eV
Reflectance at 0.9 of the screened plasma energy: 1.0000 (no unit)
Energy of reflectance minimum: 1.1459 eV
Reflectance at the minimum: 0.0000 (no unit)
OK
```
